# The three-halves law for the uniform switching barrier near the spinodal field: a program that tests the result

```python
"""
Result under test: for f(P) = -a P^2/2 + b P^4/4 - E P (a, b > 0, fixed field E)
the uniform switching barrier vanishes at the spinodal field Ec as
    barrier = (32 sqrt(6)/81) (a^2/4b) eps^(3/2) (1 + eps/36 + ...),
    eps = 1 - E/Ec,   Ec = (2a/3) sqrt(a/3b).
P: polarization, a and b: Landau coefficients, Ps = sqrt(a/3b): spinodal
polarization.  Reduced variables: p = P/Ps, e = E/Ec, energy density in b Ps^4:
    g(p) = p^4/4 - 3 p^2/2 - 2 e p.
Gradient energy in reduced form: (kappa/2) (dp/dz)^2, z across the polar axis.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 40


def barrier_from_definition(a, b, field):
    """Energy difference of the two lowest stationary points, found as roots."""
    well, saddle, _ = np.sort(np.roots([b, 0.0, -a, -field]).real)
    energy = lambda P: -a * P**2 / 2 + b * P**4 / 4 - field * P
    return energy(saddle) - energy(well), well, saddle


def spinodal_field(a, b):
    return 2 * a / 3 * np.sqrt(a / (3 * b))


def angle(eps):
    return np.arccos(1 - eps) / 3


def barrier_ratio(eps):
    """Closed form of barrier(E) / barrier(0)."""
    psi = angle(eps)
    return 16 / np.sqrt(3) * np.sin(psi)**3 * np.cos(psi)


def local_exponent(eps):
    c = np.cos(angle(eps))
    return (1 + 2 * c)**2 / (3 * c * (1 + c))


LAW = 32 * np.sqrt(6) / 81

# ---- spinodal field, exact barrier, slope and local exponent ----
for a, b in [(1.0, 1.0), (2.7, 0.4), (0.3, 5.0)]:
    p_zero = np.sqrt(a / b)
    top = minimize_scalar(lambda P: a * P - b * P**3, bounds=(-p_zero, 0),
                          method="bounded", options={"xatol": 1e-10})
    Ec = spinodal_field(a, b)
    assert abs(-top.fun / Ec - 1) < 1e-10
    for eps in [0.02, 0.1, 0.4, 0.8, 0.95]:
        value, well, saddle = barrier_from_definition(a, b, Ec * (1 - eps))
        assert abs(value / (a**2 / (4 * b) * barrier_ratio(eps)) - 1) < 1e-8
        step = 1e-4 * eps
        up = barrier_from_definition(a, b, Ec * (1 - eps - step))[0]
        down = barrier_from_definition(a, b, Ec * (1 - eps + step))[0]
        slope_in_field = -(up - down) / (2 * step * Ec)
        assert abs(slope_in_field / (-(saddle - well)) - 1) < 1e-6
        exponent = eps * (up - down) / (2 * step) / value
        assert abs(exponent - local_exponent(eps)) < 1e-5


# ---- limit at the spinodal, in high precision from the definition ----
def precise_barrier(eps):
    e = 1 - eps
    roots = mp.polyroots([1, 0, -3, -2 * e], maxsteps=500, extraprec=300)
    well, saddle, _ = sorted(mp.re(r) for r in roots)
    g = lambda p: p**4 / 4 - 3 * p**2 / 2 - 2 * e * p
    return g(saddle) - g(well)


tiny = mp.mpf(10)**-6
near = precise_barrier(tiny)
limit_exponent = float(mp.log(precise_barrier(2 * tiny) / near) / mp.log(2))
limit_coefficient = float(near / (mp.mpf(9) / 4) / tiny**mp.mpf("1.5"))
exact_law = 32 * mp.sqrt(6) / 81
correction = float((near / (mp.mpf(9) / 4) / tiny**mp.mpf("1.5")
                    / exact_law - 1) / tiny)
assert abs(limit_exponent - 1.5) < 1e-6
assert abs(limit_coefficient / LAW - 1) < 1e-6
assert abs(correction - 1 / 36) < 1e-5


# ---- a sextic term: same exponent, coefficient set by third derivative ----
def sextic_case(s):
    """g'(p) = s p^5 + p^3 - 3p - field; returns field shift and exponent."""
    ps = np.sqrt((-3 + np.sqrt(9 + 60 * s)) / (10 * s))
    field_s = 3 * ps - ps**3 - s * ps**5
    third = abs(6 * ps + 20 * s * ps**3)
    values = []
    for delta in (1e-4, 2e-4):
        field = field_s - delta
        r = np.roots([s, 0, 1, 0, -3, -field])
        well, saddle, _ = np.sort(r[abs(r.imag) < 1e-8].real)
        g = lambda p: s * p**6 / 6 + p**4 / 4 - 1.5 * p**2 - field * p
        values.append(g(saddle) - g(well))
    predicted = 4 / 3 * 1e-4**1.5 / np.sqrt(third / 2)
    assert abs(values[0] / predicted - 1) < 1e-3
    return field_s / 2 - 1, np.log(values[1] / values[0]) / np.log(2)


sextic_share = 0.1                     # sextic/quartic force at p^2 = 3
sextic_shift, sextic_exponent = sextic_case(sextic_share / 3)
assert abs(sextic_exponent - 1.5) < 1e-3

# ---- example inputs (rough values for a hafnium zirconium oxide film) ----
P0 = 0.20                              # C/m^2
Ec = 2.0e8                             # V/m
thickness, side = 10.0, 5.0            # nm
wall = 0.5                             # nm, xi in the profile tanh(z/xi)
temperature = 300.0                    # K
attempt_time, wait_time = 1e-12, 1e-6  # s
breakdown = 4.0e8                      # V/m
layer, eps_layer, eps_back = 0.5, 30.0, 10.0   # nm, relative permittivities

a = 3 * np.sqrt(3) * Ec / (2 * P0)
b = a / P0**2
assert abs(spinodal_field(a, b) / Ec - 1) < 1e-12
Ps = np.sqrt(a / (3 * b))
to_eV_nm3 = 1e-27 / const.e
zero_barrier = barrier_from_definition(a, b, 0.0)[0] * to_eV_nm3
unit = b * Ps**4 * to_eV_nm3
volume = thickness * side**2
kT = const.k * temperature / const.e
kappa = 1.5 * wall**2                  # nm^2


# ---- nonuniform path: nucleus at a free side face ----
def reduced_points(eps):
    psi = angle(eps)
    return 2 * np.cos(psi + 2 * np.pi / 3), 2 * np.cos(psi + 4 * np.pi / 3)


def nucleus_terms(eps):
    well, _ = reduced_points(eps)
    alpha, beta = 1.5 * (well**2 - 1), -well
    root = np.sqrt(max(beta**2 - alpha, 0.0))
    return well, alpha, beta, root


def face_integral(eps):
    """Nucleus energy per face area in units of b Ps^4 nm (long side)."""
    _, alpha, beta, root = nucleus_terms(eps)
    turn = 2 * alpha / (beta + root)
    fun = lambda s: turn**2 * s * np.sqrt(
        2 * kappa * max(alpha - beta * turn * s + (turn * s)**2 / 4, 0.0))
    return quad(fun, 0, 1, epsabs=0, epsrel=1e-9, limit=200)[0]


def face_barrier(eps):
    return unit * thickness * side * face_integral(eps)


def uniform_barrier(eps):
    return zero_barrier * volume * barrier_ratio(eps)


# at zero field the nucleus becomes a full tanh wall of energy (8/3) xi barrier
profile = lambda z: np.sqrt(3) * np.tanh(z / wall)
wall_density = lambda z: (kappa / 2 * (np.sqrt(3) / wall / np.cosh(z / wall)**2)**2
                          + (profile(z)**2 - 3)**2 / 4)
wall_direct = quad(wall_density, -10, 10, points=[0], limit=200)[0]
assert abs(face_integral(1.0) / wall_direct - 1) < 1e-6
face_exponent = np.log(face_integral(2e-8) / face_integral(1e-8)) / np.log(2)
assert abs(face_exponent - 1.25) < 1e-3

# ---- thermal escape ----
needed = kT * np.log(wait_time / attempt_time)
eps_uniform = brentq(lambda x: uniform_barrier(x) - needed, 1e-3, 0.99)
eps_law = (needed / (LAW * zero_barrier * volume))**(2 / 3)
eps_face = brentq(lambda x: face_barrier(x) - needed, 1e-3, 0.99)


def slowed_balance(eps):
    well, saddle = reduced_points(eps)
    curvature = (3 * well**2 - 3) * (3 - 3 * saddle**2) / 18
    return uniform_barrier(eps) - needed - kT * np.log(np.sqrt(curvature))


eps_slowed = brentq(slowed_balance, 1e-2, 0.99)

# ---- discretized grain: unstable modes and nucleus energy ----
N = 500
h = side / N
laplace = 2 * np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1)
laplace[0, 0] = laplace[-1, -1] = 1
laplace *= kappa / h**2


def unstable_modes(p):
    hessian = laplace + np.diag(3 * p**2 - 3)
    return int(np.sum(np.linalg.eigvalsh(hessian) < 0))


_, saddle_u = reduced_points(eps_uniform)
modes_uniform = unstable_modes(np.full(N, saddle_u))
modes_formula = sum(kappa * (n * np.pi / side)**2 < 3 - 3 * saddle_u**2
                    for n in range(100))
assert modes_uniform == modes_formula

eps_window = brentq(lambda x: 3 - 3 * reduced_points(x)[1]**2
                    - kappa * (np.pi / side)**2, 1e-8, 0.9)
assert unstable_modes(np.full(N, reduced_points(0.9 * eps_window)[1])) == 1
assert unstable_modes(np.full(N, reduced_points(1.1 * eps_window)[1])) == 2

well, alpha, beta, root = nucleus_terms(eps_uniform)
z = (np.arange(N) + 0.5) * h
p = well + 2 * alpha / (beta + root * np.cosh(np.sqrt(2 * alpha / kappa) * z))
e = 1 - eps_uniform
for _ in range(30):
    force = laplace @ p + p**3 - 3 * p - 2 * e
    p = p - np.linalg.solve(laplace + np.diag(3 * p**2 - 3), force)
residual = np.max(abs(laplace @ p + p**3 - 3 * p - 2 * e))
assert residual < 1e-7
g = lambda q: q**4 / 4 - 1.5 * q**2 - 2 * e * q
grid_energy = h * np.sum(g(p) - g(well)) + kappa / 2 * np.sum(np.diff(p)**2) / h
assert abs(grid_energy / face_integral(eps_uniform) - 1) < 2e-3
modes_nucleus = unstable_modes(p)
assert modes_nucleus == 1
assert face_barrier(eps_uniform) < uniform_barrier(eps_uniform)

# ---- linear interface layer in series, at fixed voltage ----
stretch = (thickness + layer * eps_back / eps_layer) * 1e-9
series = layer * 1e-9 / (const.epsilon_0 * eps_layer)


def voltage(P):
    film_field = -a * P + b * P**3
    layer_field = ((const.epsilon_0 * eps_back * film_field + P)
                   / (const.epsilon_0 * eps_layer))
    return film_field * thickness * 1e-9 + layer_field * layer * 1e-9


peak = minimize_scalar(lambda P: -voltage(P), bounds=(-P0, 0),
                       method="bounded", options={"xatol": 1e-11})
a_layer = a - series / stretch
assert abs(-peak.fun / (stretch * spinodal_field(a_layer, b)) - 1) < 1e-8
bare_voltage = Ec * thickness * 1e-9
crossover = const.h / attempt_time / (2 * np.pi * const.k)

# ---- output ----
MV = 1e-8
print("GENERAL RESULTS")
print(f"exponent at the spinodal: {limit_exponent:.6f}")
print(f"coefficient, numerical limit: {limit_coefficient:.6f}")
print(f"coefficient 32 sqrt(6)/81: {LAW:.6f}")
print(f"relative correction / eps: {correction:.6f} (1/36 = {1/36:.6f})")
print(f"local exponent at zero field: {local_exponent(1.0):.4f}")
print(f"side-face nucleus exponent: {face_exponent:.4f}")
print("INPUTS (rough, hafnium zirconium oxide regime)")
print(f"remanent polarization: {P0*100:.1f} uC/cm2")
print(f"spinodal field: {Ec*MV:.2f} MV/cm")
print(f"film thickness: {thickness:.1f} nm, grain side: {side:.1f} nm")
print(f"wall half-width: {wall:.2f} nm, temperature: {temperature:.0f} K")
print(f"attempt time: {attempt_time:.1e} s, wait: {wait_time:.1e} s")
print("LANDAU MODEL")
print(f"a: {a*100:.4e} cm/F")
print(f"b: {b*1e10:.4e} cm^5/(F C^2)")
print(f"spinodal polarization: {Ps*100:.3f} uC/cm2")
print(f"relative susceptibility in well: {1/(2*a*const.epsilon_0):.2f}")
print(f"zero-field barrier density: {zero_barrier:.5f} eV/nm3")
print(f"law prefactor: {LAW*zero_barrier:.5f} eV/nm3")
print(f"law prefactor: {LAW*zero_barrier/to_eV_nm3*1e-6:.3f} J/cm3")
print(f"grain volume: {volume:.1f} nm3")
print("BARRIERS: E (MV/cm) | eps | exact, law (eV/nm3) | exponent")
table = [0.0, 1.0, 1.6, 1.8, 1.9, 1.98]
for field in table:
    x = 1 - field / (Ec * MV)
    exact = barrier_from_definition(a, b, field / MV)[0] * to_eV_nm3
    law = LAW * zero_barrier * x**1.5
    print(f"{field:.2f} | {x:.3f} | {exact:.4e}, {law:.4e} | "
          f"{local_exponent(x):.4f}")
print("GRAIN: E (MV/cm) | uniform (eV) | side-face nucleus (eV)")
for field in table[1:5]:
    x = 1 - field / (Ec * MV)
    print(f"{field:.2f} | {uniform_barrier(x):.4f} | {face_barrier(x):.4f}")
print("THERMAL ESCAPE")
print(f"kT: {kT:.5f} eV, barrier for the wait: {needed:.4f} eV")
print(f"eps, uniform exact: {eps_uniform:.5f}, from law: {eps_law:.5f}")
print(f"escape field, uniform: {Ec*MV*(1-eps_uniform):.4f} MV/cm")
print(f"same with slowed attempts: {Ec*MV*(1-eps_slowed):.4f} MV/cm")
print(f"escape field, side-face nucleus: {Ec*MV*(1-eps_face):.4f} MV/cm")
print("NEGLECTED EFFECTS")
print(f"nucleus barrier at uniform escape: {face_barrier(eps_uniform):.4f} eV")
print(f"unstable modes there: uniform {modes_uniform}, nucleus {modes_nucleus}")
print(f"uniform saddle has one unstable mode for eps < {eps_window:.3e}")
print(f"uniform barrier at that eps: {uniform_barrier(eps_window):.3e} eV")
print(f"interface layer: {layer:.1f} nm, permittivity {eps_layer:.0f}, "
      f"film background {eps_back:.0f}")
print(f"spinodal voltage: bare {bare_voltage:.3f} V, layer {-peak.fun:.3f} V")
print(f"sextic/quartic force at bare remanence: {sextic_share:.2f}")
print(f"sextic: field shift {100*sextic_shift:.2f} %, "
      f"exponent {sextic_exponent:.4f}")
print(f"tunnelling crossover temperature: {crossover:.2f} K")
print(f"rough breakdown field: {breakdown*MV:.1f} MV/cm, "
      f"spinodal/breakdown: {Ec/breakdown:.2f}")
print("checks complete")
```

It prints:

```
GENERAL RESULTS
exponent at the spinodal: 1.500000
coefficient, numerical limit: 0.967700
coefficient 32 sqrt(6)/81: 0.967700
relative correction / eps: 0.027778 (1/36 = 0.027778)
local exponent at zero field: 1.5396
side-face nucleus exponent: 1.2500
INPUTS (rough, hafnium zirconium oxide regime)
remanent polarization: 20.0 uC/cm2
spinodal field: 2.00 MV/cm
film thickness: 10.0 nm, grain side: 5.0 nm
wall half-width: 0.50 nm, temperature: 300 K
attempt time: 1.0e-12 s, wait: 1.0e-06 s
LANDAU MODEL
a: 2.5981e+11 cm/F
b: 6.4952e+20 cm^5/(F C^2)
spinodal polarization: 11.547 uC/cm2
relative susceptibility in well: 21.74
zero-field barrier density: 0.16216 eV/nm3
law prefactor: 0.15692 eV/nm3
law prefactor: 25.142 J/cm3
grain volume: 250.0 nm3
BARRIERS: E (MV/cm) | eps | exact, law (eV/nm3) | exponent
0.00 | 1.000 | 1.6216e-01, 1.5692e-01 | 1.5396
1.00 | 0.500 | 5.6317e-02, 5.5480e-02 | 1.5162
1.60 | 0.200 | 1.4116e-02, 1.4035e-02 | 1.5059
1.80 | 0.100 | 4.9763e-03, 4.9623e-03 | 1.5029
1.90 | 0.050 | 1.7569e-03, 1.7544e-03 | 1.5014
1.98 | 0.010 | 1.5697e-04, 1.5692e-04 | 1.5003
GRAIN: E (MV/cm) | uniform (eV) | side-face nucleus (eV)
1.00 | 14.0793 | 3.7457
1.60 | 3.5290 | 1.1141
1.80 | 1.2441 | 0.4575
1.90 | 0.4392 | 0.1897
THERMAL ESCAPE
kT: 0.02585 eV, barrier for the wait: 0.3572 eV
eps, uniform exact: 0.04357, from law: 0.04360
escape field, uniform: 1.9129 MV/cm
same with slowed attempts: 1.9191 MV/cm
escape field, side-face nucleus: 1.8353 MV/cm
NEGLECTED EFFECTS
nucleus barrier at uniform escape: 0.1594 eV
unstable modes there: uniform 3, nucleus 1
uniform saddle has one unstable mode for eps < 9.287e-04
uniform barrier at that eps: 1.110e-03 eV
interface layer: 0.5 nm, permittivity 30, film background 10
spinodal voltage: bare 2.000 V, layer 1.820 V
sextic/quartic force at bare remanence: 0.10
sextic: field shift -1.56 %, exponent 1.5000
tunnelling crossover temperature: 7.64 K
rough breakdown field: 4.0 MV/cm, spinodal/breakdown: 0.50
checks complete
```
